# Why Umklapp thermal resistance freezes out on cooling

## What goes wrong without a threshold

If thermal resistance is extrapolated from room temperature to cryogenic operation by a power law, the momentum loss caused by phonon–phonon collisions comes out too large, by a factor that grows without limit on cooling. Another error is to take the energy of one zone-boundary phonon, insert it in a Boltzmann factor and call the result the resistance. For three-phonon events, that gets the exponential character right but generally the wrong exponent.

An Umklapp event needs enough wavevector to span a reciprocal-lattice vector. Wavevector costs energy, so the event has a minimum energy, and the resistance follows the Boltzmann factor of that energy, multiplied by powers of temperature. At least one participant does have a wavevector of zone-boundary scale, but its partners also enter the exponent.

The setting is a perfect, bulk, insulating crystal. Normal collisions are assumed frequent enough to give all phonons a common drift velocity. Isotopes, surfaces and four-phonon events are sized afterwards.

## Why Umklapp events have a minimum energy

Let all wavevectors lie in the first Brillouin zone. An Umklapp event obeys

$$\sum_{\rm in}\mathbf q-\sum_{\rm out}\mathbf q=\mathbf G,\qquad \mathbf G\ne0 .$$

By the triangle inequality, $|\mathbf G|\le\sum|\mathbf q|$, where the sum runs over all participants, incoming and outgoing. With three phonons, the largest $|\mathbf q|$ is therefore at least $|\mathbf G|/3$.

Let $c$ be the smallest value of $\omega/|\mathbf q|$ over the zone and all branches. It is positive if every acoustic branch starts with a nonzero sound speed and no mode is soft elsewhere. Then $|\mathbf q|\le\omega/c$ for each phonon. Energy conservation puts the same energy $E$ on both sides of the event, so the energies of all participants add up to $2E$:

$$|\mathbf G|\le\frac{2E}{\hbar c}\quad\Longrightarrow\quad E\ge\frac{\hbar c|\mathbf G|}{2}.$$

This lower bound holds for any number of phonons. The actual threshold of a particular type of event may lie higher.

Now take $1+2\to3$. In equilibrium the rate contains $n_1n_2(n_3+1)$, with $n=1/(e^{\hbar\omega/k_BT}-1)$. Since $n=e^{-\hbar\omega/k_BT}(n+1)$ and $\hbar\omega_1+\hbar\omega_2=E$,

$$n_1n_2(n_3+1)=e^{-E/k_BT}(1+n_1)(1+n_2)(1+n_3).$$

When all three energies are well above $k_BT$, the last three factors are close to one. The exponent is then the total energy of the event.

## From event rate to thermal resistance

Normal collisions conserve total crystal momentum, so they cannot stop a common drift $\mathbf u$. In a drifting gas, $\hbar\omega$ in the Bose function is replaced by $\hbar\omega-\hbar\mathbf q\cdot\mathbf u$. The ratio of forward to reverse rates is

$$\frac{n_1n_2(n_3+1)}{(n_1+1)(n_2+1)n_3}
=e^{\hbar(\mathbf q_1+\mathbf q_2-\mathbf q_3)\cdot\mathbf u/k_BT}
=e^{\hbar\mathbf G\cdot\mathbf u/k_BT},$$

because the energies cancel. Let $R_G$ be the equilibrium forward rate per volume for one $\mathbf G$. To first order in $u$, the net rate is $R_G\hbar\mathbf G\cdot\mathbf u/k_BT$. Each net event changes the gas momentum by $-\hbar\mathbf G$. In a cubic crystal the cross terms cancel in the sum over $\mathbf G$, so for drift along $x$ the momentum loss per volume is

$$Fu,\qquad F=\sum_G\frac{R_G(\hbar G_x)^2}{k_BT}.$$

The same drift carries heat. Its first-order change of occupation is $\delta n=n(n+1)\hbar q_xu/k_BT$. With volume $V$ and group velocity $v_x$, the heat flux is

$$J=\frac1V\sum\hbar\omega v_x\,\delta n=Bu,\qquad
B=\frac{1}{Vk_BT}\sum\hbar\omega v_x\hbar q_xn(n+1).$$

A temperature gradient drives the gas. Streaming changes $n$ at the rate $-v_x(\partial n/\partial T)\,dT/dx$, where $\partial n/\partial T=\hbar\omega n(n+1)/(k_BT^2)$. Multiplying by $\hbar q_x$ and summing gives the momentum supplied per volume and time, $-(B/T)\,dT/dx$. In the steady state

$$-\frac BT\frac{dT}{dx}-Fu=0,\qquad u=-\frac{B}{TF}\frac{dT}{dx}.$$

Substitution in $J=Bu=-\kappa\,dT/dx$ gives

$$\kappa=\frac{B^2}{TF},\qquad W=\frac1\kappa=\frac{TF}{B^2}.$$

Here $W$ is the thermal resistivity. It freezes out because $F$ contains only events that supply a nonzero $\mathbf G$.

The common drift matters for the exponent. If phonon 1 alone were disturbed, its relaxation rate would contain $n_2(n_3+1)-(n_2+1)n_3=n_2-n_3$, which is governed by the energy of its partner and not by the total energy. Without common drift, the exponent of the resistance can therefore differ from the one derived here.

## The cheapest event in a silicon-like model

Consider two equal transverse acoustic (TA) branches and one longitudinal acoustic (LA) branch, all isotropic, with

$$\hbar\omega_s=E_s\sin\theta,\qquad \theta=\frac{\pi q}{G},\qquad 0\le q\le\frac G2,$$

where $E_L>E_T$. The zone is replaced by its inscribed sphere. In terms of the angles, the Umklapp condition $q_1+q_2+q_3\ge G$ reads $\theta_1+\theta_2+\theta_3\ge\pi$.

For TA + TA → LA at fixed total energy $E$, consider how the two TA phonons should share the energy. The function $\theta=\arcsin(\hbar\omega/E_T)$ curves upward, so $\theta_1+\theta_2$ is largest when the sharing is as unequal as possible. If $E\le E_T$, one phonon takes everything. Then $\theta_1\le\pi/2$, $\theta_2=0$ and $\theta_3<\pi/2$, and the event is impossible. Above $E_T$, the best choice puts one phonon at the boundary, $\theta_1=\pi/2$.

The remaining condition is $\theta_2+\theta_3\ge\pi/2$. Both angles grow with $E$, so equality marks the threshold. There $\sin\theta_3=\cos\theta_2$. Writing $s=\sin\theta_2$, energy conservation gives

$$E_T(1+s)=E_L\sqrt{1-s^2}.$$

Squaring and dividing by $1+s$ gives $E_T^2(1+s)=E_L^2(1-s)$, hence

$$s=\frac{E_L^2-E_T^2}{E_L^2+E_T^2},\qquad
E_3=E_T(1+s)=\frac{2E_L^2E_T}{E_L^2+E_T^2}.$$

The other candidate is TA + LA → LA. A grid search over both channels agreed with this $E_3$ to within 0.2%, so the second channel is not cheaper for the values used here. In the remaining branch combinations, the incoming wavevectors together cannot exceed the outgoing one at the same total energy. The total then cannot exceed $G$, and it reaches $G$ only in a limit where one phonon has zero energy.

Rough silicon-like inputs are a lattice constant of 0.543 nm and branch tops $E_T=16$ meV and $E_L=42$ meV. The shortest reciprocal vector is 20.04 nm$^{-1}$, and

$$E_3=\frac{2(42)^2(16)}{42^2+16^2}\ {\rm meV}=27.9\ {\rm meV},$$

equivalent to 324 K. The participants are a boundary TA phonon of 16.0 meV, a second TA phonon of 11.9 meV, and an outgoing LA phonon of 27.9 meV. Their signed wavevectors are 10.02, 5.38 and −4.64 nm$^{-1}$, and indeed $10.02+5.38-(-4.64)=20.04$ nm$^{-1}$.

At 20 K the incoming occupations are $9.29\times10^{-5}$ and $9.78\times10^{-4}$. Their product is $9.1\times10^{-8}$, equal to $e^{-E_3/k_BT}$ at this precision. The boundary phonon supplies only part of the suppression.

## The powers of temperature

The coupling $\mathcal V$ of three phonons is modelled by

$$|\mathcal V|^2=\frac{\hbar^3\gamma^2\omega_1\omega_2\omega_3}{2\rho Vc_0^2},$$

with $\gamma=1$, $\rho=2330$ kg/m³ and $c_0=6000$ m/s. This form is motivated by the frequency shift of one phonon in the strain of another. It affects the size of $R_G$ but not the threshold. The golden rule gives

$$R_G=\frac1V\sum\frac{2\pi}{\hbar^2}|\mathcal V|^2n_1n_2(n_3+1)\,\delta(\omega_1+\omega_2-\omega_3).$$

Just above threshold, let $\varepsilon=E-E_3$, and let the near-boundary phonon lie $\delta$ below $G/2$. The vector $\mathbf q_1+\mathbf q_2=\mathbf q_3+\mathbf G$ can have any length from $G-q_3$ to $q_1+q_2$. The available orientations are thus proportional to the excess $q_1+q_2+q_3-G$. To leading order this excess is $a\varepsilon-\delta$, with $a$ a constant, because the TA branch is flat at the boundary and moving by $\delta$ costs energy only at second order. Therefore

$$R_G\propto e^{-E_3/k_BT}\int_0^\infty d\varepsilon\,e^{-\varepsilon/k_BT}\int_0^{a\varepsilon}(a\varepsilon-\delta)\,d\delta .$$

The inner integral is $a^2\varepsilon^2/2$, and the outer one then gives $a^2(k_BT)^3$. Hence $R_G\propto T^3e^{-E_3/k_BT}$.

In $B$, thermal acoustic phonons have $q\propto T$. The volume element $q^2dq$ supplies $T^3$, and $(\hbar\omega)^2/k_BT$ supplies one more power, so $B\propto T^4$. Since $TF\propto R_G$,

$$W\propto\frac{R_G}{B^2}\propto T^{-5}e^{-E_3/k_BT}\qquad(k_BT\ll E_3,\ \text{this model}).$$

The local activation energy is $-d\ln W/d(1/k_BT)=E_3-5k_BT$. At 3 K this predicts 26.7 meV, and the full phase-space calculation gives 26.8 meV. At 30 K the prediction is 15.0 meV and the calculation gives 13.9 meV. A straight line through an Arrhenius plot near 30 K would therefore return about half the threshold.

Normal events, with the same branches and coupling, provide the contrast. With $\mathbf G=0$ all three wavevectors can shrink with temperature. The six wavevector integrations give $T^6$, the energy delta function removes one power, and the coupling adds three, so the rate varies as $T^8$. The calculated power at 3 K is 8.01. Low occupation of ordinary thermal phonons therefore does not produce the exponential; the need to supply $\mathbf G$ does.

In the opposite limit, $n\simeq k_BT/\hbar\omega$. Then $R_G\propto T^3$, $F\propto T^2$ and $B\propto T$, so $W\propto T$. The calculated power is already 0.98 at 300 K, where the boundary TA occupation is 1.17. In this model, Umklapp resistance is far from frozen out at room temperature.

## How large the effect is

The table gives the Umklapp-only conductivity $\kappa_U$ and three rates in units of $10^6$ s$^{-1}$. The Umklapp and isotope rates are momentum-loss rates under common drift. The normal rate counts collisions per phonon. The isotope rate uses the long-wave density of states at every frequency, which makes it too low near the flat top of the TA branches.

| T (K) | $\kappa_U$ (W/(m K)) | Umklapp | Normal | Isotope |
|---:|---:|---:|---:|---:|
| 20 | 74000 | 0.56 | 6.8 | 480 |
| 30 | 3800 | 22 | 66 | 800 |
| 40 | 1050 | 124 | 281 | 935 |
| 60 | 300 | 664 | 1430 | 1170 |

Cooling from 40 K to 20 K raises $\kappa_U$ by a factor of 71. The Boltzmann factor alone changes by $3.01\times10^{-4}/9.08\times10^{-8}\approx3300$. The $T^{-5}$ prefactor divides this by $2^5=32$, which leaves about 104. The remaining difference shows that the leading threshold form is not yet accurate at these temperatures.

The normal rate exceeds the Umklapp rate twelvefold at 20 K but only two- to threefold from 30 to 60 K. Common drift is thus a marginal assumption over much of the table, even without defects.

## What a real silicon crystal changes

Natural silicon breaks the drift assumption. With a rough isotope mass variance of $2\times10^{-4}$, the tabulated isotope rate at 20 K is about 70 times the normal rate. The two are averaged differently, but with both counted per phonon the isotope rate is still more than ten times larger. A crystal 0.5 mm wide adds a wall rate near $1.2\times10^7$ s$^{-1}$ for phonons moving at 6 km/s, and about half that for the slower phonons of this model. Either way it is comparable with the normal rate at 20 K. Adding all losses under an imposed common drift gives 85 W/(m K) at 20 K, or only 10 to 30 W/(m K) if the isotope rate uses the model's own density of states (which diverges at the TA top, so the figure depends on the smoothing: 13, 21 and 29 W/(m K) for Gaussian widths of 0.25, 1 and 2 meV), whereas real silicon reaches several thousand W/(m K), roughly, near 25 K. The low figure is not a prediction for silicon. Isotope scattering rises steeply with frequency, and an imposed drift makes the weakly scattered long waves share the losses of the short ones. When normal collisions are too slow to enforce that sharing, the modes must be treated separately.

The model itself is also rough. Its TA sound speed, 3.8 km/s, is low; silicon has roughly 4.7 to 5.8 km/s, depending on direction and polarization. At low temperature $B\propto2/c_T^3+1/c_L^3$, where $c_T$ and $c_L$ are the TA and LA sound speeds. Raising $c_T$ to 5.4 km/s would therefore lower $B$ by a factor of about 2.7 and $\kappa_U$ by a factor of about 7, with $F$ and $c_L$ held fixed. Moving both TA tops together to 14 or 19 meV moves $E_3$ to 25.2 or 31.5 meV. At 30 K the Boltzmann factor then changes by 2.9 or 0.25.

Splitting the two TA branches matters far more. In most directions a real crystal has a slow and a fast TA branch, and two slow phonons can then merge into a fast one. The formula for $E_3$ still applies, with the slow top in place of $E_T$ and the fast top in place of $E_L$. In silicon the two TA branches remain degenerate along $\langle111\rangle$, the direction of the shortest $\mathbf G$, so a split that is the same in all directions is only an illustration. Tops of 14 and 19 meV give a threshold of only 18.1 meV, and the Boltzmann factor at 30 K becomes about 44 times larger than for 27.9 meV. The 27.9 meV threshold thus depends on the two TA branches being equal and should not be used as a value for silicon. The next set of reciprocal vectors, left out of the table, has its threshold at 31.1 meV. In this model it would add only about 8% to the momentum loss at 30 K.

Four-phonon events can reach down to the general bound, 16.0 meV here, which in this model equals the energy of one boundary TA phonon. At 20 K the lower threshold gives them an exponential advantage of about 1000 over three-phonon events, against a rough coupling penalty $k_BT/Mc_0^2\approx2\times10^{-4}$, where $M$ is the atomic mass. This penalty is the classical estimate of the squared thermal strain. The product is about 0.2, before any difference in phase space is counted. At 20 K, however, most modes are frozen, and the thermal strain squared, summed over the modes of this model, is only about $3\times10^{-6}$. That is some 60 times smaller than this penalty and nearly 200 times smaller than the model's own classical value. The estimate therefore does not show that four-phonon events matter at 20 K. On further cooling their lower threshold should eventually win, because an exponential outruns any power of temperature. The 27.9 meV exponent belongs to the three-phonon model with equal TA branches, not to the ultimate low-temperature limit.

## What to do in practice

- Find the threshold of each type of event from the full dispersion, by searching for the lowest total energy that satisfies both conservation laws. Do not assume that it equals the lowest zone-boundary phonon energy; for three-phonon events it is generally higher.
- Fit low-temperature data with a power-law prefactor as well as an exponential, and state the temperature range.
- Keep the energy broadening in a numerical calculation well below $k_BT$, which is 1.7 meV at 20 K. Broadening that lowers the apparent threshold by $\Delta$ inflates the rate by roughly $e^{\Delta/k_BT}$.
- Compare normal, Umklapp, isotope and wall rates before using the drift formula. If normal collisions are not the fastest, solve the transport equation mode by mode.
- Do not expect the measured conductivity of a cooled chip to grow exponentially. Once Umklapp loss has frozen out, isotopes, defects and surfaces set the resistance.

The remaining values are in the numerical output below.

## Computed results

```
Shortest G: 20.04 nm^-1; G/2: 10.02 nm^-1
Branch tops TA, LA: 16.0, 42.0 meV
Model sound speeds TA, LA: 3810, 10002 m/s
Coupling inputs: gamma 1.0, c0 6000 m/s
Density: 2330 kg/m^3
General Umklapp energy bound: 16.00 meV
Three-phonon threshold E3: 27.94 meV
E3/kB: 324.3 K
Cheapest event (TA, TA, LA):
  energies: [16.   11.94 27.94] meV
  signed q: [10.02  5.38 -4.64] nm^-1
Sampled/reduced phase space: 0.995
Random events tested: 2649
Smallest largest-q/G in sample: 0.389
Event activation at 3 K: 28.89 meV
Resistance activation at 3 K: 26.82 meV
Resistance activation at 30 K: 13.91 meV
Normal event power at 3 K: 8.01
Resistance power at 300 K: 0.98
Resistance power at 1500 K: 0.999
T = 20 K: occupations 9.294e-05, 9.784e-04, 9.084e-08
  exp(-E3/kBT) 9.084e-08
  Umklapp-only kappa 7.437e+04 W/(m K)
  loss rates U, isotope: 5.640e+05, 4.804e+08 1/s
  normal rate per phonon 6.766e+06 1/s
  kappa with isotopes and walls 8.508e+01 W/(m K)
T = 30 K: occupations 2.056e-03, 9.947e-03, 2.021e-05
  exp(-E3/kBT) 2.021e-05
  Umklapp-only kappa 3.849e+03 W/(m K)
  loss rates U, isotope: 2.244e+07, 8.020e+08 1/s
  normal rate per phonon 6.589e+07 1/s
  kappa with isotopes and walls 1.032e+02 W/(m K)
T = 40 K: occupations 9.734e-03, 3.227e-02, 3.015e-04
  exp(-E3/kBT) 3.014e-04
  Umklapp-only kappa 1.048e+03 W/(m K)
  loss rates U, isotope: 1.239e+08, 9.347e+08 1/s
  normal rate per phonon 2.812e+08 1/s
  kappa with isotopes and walls 1.212e+02 W/(m K)
T = 60 K: occupations 4.744e-02, 1.102e-01, 4.516e-03
  exp(-E3/kBT) 4.495e-03
  Umklapp-only kappa 3.025e+02 W/(m K)
  loss rates U, isotope: 6.640e+08, 1.174e+09 1/s
  normal rate per phonon 1.433e+09 1/s
  kappa with isotopes and walls 1.086e+02 W/(m K)
kappa_U(20 K)/kappa_U(40 K): 71.0
Crystal width 0.5 mm; wall rate 1.20e+07 1/s
Isotope mass variance (rough): 2.0e-04
TA top 14 meV: E3 25.21 meV, 30 K rate factor 2.89
TA top 19 meV: E3 31.55 meV, 30 K rate factor 0.25
Threshold for next G set: 31.05 meV
TA boundary occupation at 300 K: 1.167
Four-phonon threshold: 16.00 meV
Four-phonon exponential advantage at 20 K: 1023.0
Rough four-phonon coupling penalty at 20 K: 1.65e-04
```
